# Limiting Potential and Minimum Overpotential of Four-Step Oxygen Evolution: a program that tests the result

```python
# Result under test: for four-step oxygen evolution (* -> *OH -> *O -> *OOH -> * + O2)
# the limiting potential is the largest step free energy at zero potential, and a fixed
# offset D = G_OOH - G_OH forces an overpotential of at least |D - 2 U_EQ| / 2.
# Symbols: G_OH, G_O, G_OOH  adsorption free energies relative to bare site, H2O, H2 (eV)
#          U_EQ  equilibrium potential of O2/H2O versus the reversible hydrogen electrode (V)
#          D     offset G_OOH - G_OH (eV);  KT  thermal energy (eV)
# With the elementary charge set to 1, energies in eV and potentials in V share numbers.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, linprog

U_EQ = 1.23
D_MAIN = 3.2
TEMPERATURE = 298.15
KT = const.k * TEMPERATURE / const.e
PH_SLOPE = KT * np.log(10.0)
EV_TO_KJ_MOL = const.e * const.N_A / 1000.0


def profile(site, gases, u_she, ph):
    """Total free energies of the five stages, from those of the species."""
    bare, oh, o, ooh = site
    h2, h2o = gases
    o2 = 4 * U_EQ + 2 * h2o - 2 * h2
    proton = 0.5 * h2 - PH_SLOPE * ph
    electron = -u_she
    pair = proton + electron
    return np.array([bare + 2 * h2o, oh + h2o + pair, o + h2o + 2 * pair,
                     ooh + 3 * pair, bare + o2 + 4 * pair])


def downhill_threshold(site, gases, ph):
    """Smallest potential (SHE scale) at which no stage lies above the one before."""
    low, high = -60.0, 60.0
    for _ in range(70):
        middle = 0.5 * (low + high)
        if np.max(np.diff(profile(site, gases, middle, ph))) <= 0:
            high = middle
        else:
            low = middle
    return high


def equilibrium_potential(site, gases, ph):
    def total_change(u):
        stages = profile(site, gases, u, ph)
        return stages[-1] - stages[0]
    return brentq(total_change, -10, 10, xtol=1e-13)


def step_energies(g_oh, g_o, g_ooh):
    return np.array([g_oh, g_o - g_oh, g_ooh - g_o, 4 * U_EQ - g_ooh])


# Limiting potential: bisection on species free energies against the largest step.
rng = np.random.default_rng(4)
for _ in range(100):
    site = rng.uniform(-4, 4, 4)
    gases = rng.uniform(-3, 3, 2)
    ph = rng.uniform(0, 14)
    bare, oh, o, ooh = site
    h2, h2o = gases
    steps = step_energies(oh + h2 / 2 - bare - h2o, o + h2 - bare - h2o,
                          ooh + 1.5 * h2 - bare - 2 * h2o)
    threshold = downhill_threshold(site, gases, ph)
    assert abs(threshold + PH_SLOPE * ph - steps.max()) < 1e-9
    eta = threshold - equilibrium_potential(site, gases, ph)
    assert abs(eta - (steps.max() - U_EQ)) < 1e-9
    assert eta > 0

# Closed form of the limiting potential when the offset is fixed.
for _ in range(100):
    offset = rng.uniform(1.5, 4.0)
    g_oh, g_o = rng.uniform(-1, 3), rng.uniform(0, 5)
    other_half = (4 * U_EQ - offset) / 2
    closed = max(offset / 2 + abs(g_o - g_oh - offset / 2),
                 other_half + abs(g_oh - other_half))
    site = (0.0, g_oh, g_o, g_oh + offset)
    assert abs(downhill_threshold(site, (0.0, 0.0), 0.0) - closed) < 1e-9


def optimise(objective, offset=None, ceiling=None):
    """Linear program in (G_OH, G_O, G_OOH, t), every step energy at most t."""
    rows = [[1, 0, 0, -1], [-1, 1, 0, -1], [0, -1, 1, -1], [0, 0, -1, -1]]
    limits = [0, 0, 0, -4 * U_EQ]
    equality = {} if offset is None else {"A_eq": [[-1, 0, 1, 0]], "b_eq": [offset]}
    bounds = [(None, None)] * 3 + [(None, ceiling)]
    answer = linprog(objective, A_ub=rows, b_ub=limits, bounds=bounds,
                     method="highs", **equality)
    assert answer.success
    return answer.fun


# Least overpotential from the linear program against the derived bound.
bounds_found = {}
for offset in (1.8, 2.46, 3.0, 3.2, 3.4):
    bounds_found[offset] = optimise([0, 0, 0, 1], offset) - U_EQ
    assert abs(bounds_found[offset] - abs(offset - 2 * U_EQ) / 2) < 1e-6
eta_free = optimise([0, 0, 0, 1]) - U_EQ
assert abs(eta_free) < 1e-6
eta_min = bounds_found[D_MAIN]
assert abs(eta_min - 0.37) < 1e-6

# Range of surfaces that reach the bound; the small slack covers solver tolerance.
ceiling = U_EQ + eta_min + 1e-8
oh_low = optimise([1, 0, 0, 0], D_MAIN, ceiling)
oh_high = -optimise([-1, 0, 0, 0], D_MAIN, ceiling)
gap_low = optimise([-1, 1, 0, 0], D_MAIN, ceiling)
gap_high = -optimise([1, -1, 0, 0], D_MAIN, ceiling)
assert abs(oh_low - (4 * U_EQ - 1.5 * D_MAIN)) < 1e-5
assert abs(oh_high - D_MAIN / 2) < 1e-5
assert abs(gap_low - D_MAIN / 2) < 1e-5 and abs(gap_high - D_MAIN / 2) < 1e-5


def net_turnover(steps, u):
    """Steady net rate of the four-state cycle, in units of the attempt rate.
    Downhill moves run at the attempt rate, uphill moves carry a Boltzmann factor."""
    mp.mp.dps = 50
    change = [mp.mpf(float(s)) - mp.mpf(u) for s in steps]
    forward = [mp.exp(-max(c, mp.mpf(0)) / KT) for c in change]
    backward = [mp.exp(-max(-c, mp.mpf(0)) / KT) for c in change]
    matrix = mp.zeros(4, 4)
    for i in range(4):
        j = (i + 1) % 4
        matrix[i, i] -= forward[i]
        matrix[j, i] += forward[i]
        matrix[j, j] -= backward[i]
        matrix[i, j] += backward[i]
    for i in range(4):
        matrix[3, i] = 1
    coverage = mp.lu_solve(matrix, mp.matrix([0, 0, 0, 1]))
    return float(forward[0] * coverage[0] - backward[0] * coverage[1])


# Model surfaces: (G_OH, G_O) in eV, with G_OOH fixed by the offset.
surfaces = {"A": (1.0, 2.4), "B": (1.0, 2.6), "C": (1.8, 3.4), "D": (0.0, 1.6)}
no_gas = (0.0, 0.0)   # energy zeros placed at H2 and H2O
site_a = (0.0, 1.0, 2.4, 1.0 + D_MAIN)
steps_a = step_energies(*site_a[1:])
limit_a = downhill_threshold(site_a, no_gas, 0.0)

potentials = (1.22, 1.24, 1.50, 1.80, 2.10)
rates = {u: net_turnover(steps_a, u) for u in potentials}
assert rates[1.22] < 0 < rates[1.24]          # sign changes at U_EQ
assert 0 < rates[1.50] < 1e-3 * rates[1.80]   # suppressed below the limiting potential
assert abs(rates[1.80] - 1 / 5) < 1e-4        # one step level, the others downhill
assert abs(rates[2.10] - 1 / 4) < 1e-4        # all steps downhill


def show(values, digits=2):
    return "  ".join(f"{round(float(v), digits) + 0.0:.{digits}f}" for v in values)


print(f"Equilibrium potential U_eq (input): {U_EQ:.2f} V")
print(f"Sum of the four step energies: {steps_a.sum():.2f} eV")
print(f"Offset D = G_OOH - G_OH (input): {D_MAIN:.2f} eV")
print(f"Temperature: {TEMPERATURE:.2f} K; kT = {KT:.5f} eV")
print(f"Shift of SHE-scale potentials per pH unit: {-PH_SLOPE:.4f} V")
print("Model surfaces:")
for name, (g_oh, g_o) in surfaces.items():
    g_ooh = g_oh + D_MAIN
    steps = step_energies(g_oh, g_o, g_ooh)
    limit = downhill_threshold((0.0, g_oh, g_o, g_ooh), no_gas, 0.0)
    limiting = [i + 1 for i in range(4) if abs(steps[i] - limit) < 1e-9]
    print(f" {name}: G_OH, G_O, G_OOH = {show((g_oh, g_o, g_ooh))} eV")
    print(f"    steps 1-4 = {show(steps)} eV; limiting step(s) {limiting}")
    print(f"    U_L = {limit:.2f} V; overpotential = {limit - U_EQ:.2f} V")
print("Surface A, free energy of the five stages relative to the first:")
for u in (0.0, U_EQ, limit_a):
    stages = profile(site_a, no_gas, u, 0.0)
    print(f" U = {u:.2f} V: {show(stages - stages[0])} eV")
print("Surface A on the SHE scale:")
for ph in (0.0, 14.0):
    limit = downhill_threshold(site_a, no_gas, ph)
    balance = equilibrium_potential(site_a, no_gas, ph)
    print(f" pH {ph:.0f}: U_L = {limit:.3f} V, U_eq = {balance:.3f} V, "
          f"difference = {limit - balance:.3f} V")
print("Surface A, net turnover of model cycle / attempt rate (no unit):")
for u in potentials:
    print(f" U = {u:.2f} V: {rates[u]:.3e}")
print("Least overpotential for a given offset (linear program):")
for offset, value in bounds_found.items():
    print(f" D = {offset:.2f} eV: {abs(value):.2f} V")
print(f"Least overpotential with the offset left free: {abs(eta_free):.2f} V")
print(f"Main result, D = {D_MAIN:.2f} eV: least U_L = {U_EQ + eta_min:.2f} V")
print(f"Main result: least overpotential = {eta_min:.2f} V")
print(f" as energy per electron: {eta_min * EV_TO_KJ_MOL:.1f} kJ/mol")
print(f"Bound reached for G_OH from {oh_low:.2f} to {oh_high:.2f} eV")
print(f" with G_O - G_OH = {gap_low:.2f} eV")
print("OK")
```

Output:

```
Equilibrium potential U_eq (input): 1.23 V
Sum of the four step energies: 4.92 eV
Offset D = G_OOH - G_OH (input): 3.20 eV
Temperature: 298.15 K; kT = 0.02569 eV
Shift of SHE-scale potentials per pH unit: -0.0592 V
Model surfaces:
 A: G_OH, G_O, G_OOH = 1.00  2.40  4.20 eV
    steps 1-4 = 1.00  1.40  1.80  0.72 eV; limiting step(s) [3]
    U_L = 1.80 V; overpotential = 0.57 V
 B: G_OH, G_O, G_OOH = 1.00  2.60  4.20 eV
    steps 1-4 = 1.00  1.60  1.60  0.72 eV; limiting step(s) [2, 3]
    U_L = 1.60 V; overpotential = 0.37 V
 C: G_OH, G_O, G_OOH = 1.80  3.40  5.00 eV
    steps 1-4 = 1.80  1.60  1.60  -0.08 eV; limiting step(s) [1]
    U_L = 1.80 V; overpotential = 0.57 V
 D: G_OH, G_O, G_OOH = 0.00  1.60  3.20 eV
    steps 1-4 = 0.00  1.60  1.60  1.72 eV; limiting step(s) [4]
    U_L = 1.72 V; overpotential = 0.49 V
Surface A, free energy of the five stages relative to the first:
 U = 0.00 V: 0.00  1.00  2.40  4.20  4.92 eV
 U = 1.23 V: 0.00  -0.23  -0.06  0.51  0.00 eV
 U = 1.80 V: 0.00  -0.80  -1.20  -1.20  -2.28 eV
Surface A on the SHE scale:
 pH 0: U_L = 1.800 V, U_eq = 1.230 V, difference = 0.570 V
 pH 14: U_L = 0.972 V, U_eq = 0.402 V, difference = 0.570 V
Surface A, net turnover of model cycle / attempt rate (no unit):
 U = 1.22 V: -2.662e-13
 U = 1.24 V: 2.659e-13
 U = 1.50 V: 4.160e-06
 U = 1.80 V: 2.000e-01
 U = 2.10 V: 2.500e-01
Least overpotential for a given offset (linear program):
 D = 1.80 eV: 0.33 V
 D = 2.46 eV: 0.00 V
 D = 3.00 eV: 0.27 V
 D = 3.20 eV: 0.37 V
 D = 3.40 eV: 0.47 V
Least overpotential with the offset left free: 0.00 V
Main result, D = 3.20 eV: least U_L = 1.60 V
Main result: least overpotential = 0.37 V
 as energy per electron: 35.7 kJ/mol
Bound reached for G_OH from 0.12 to 1.60 eV
 with G_O - G_OH = 1.60 eV
OK
```
